# Exciton annihilation and the loss of emission yield in a monolayer

## The problem

A monolayer semiconductor is illuminated continuously and uniformly. Excitons are formed at the rate $G$ per area and time, and their density per area is $n$. An exciton that meets no other disappears with the lifetime $\tau$, either by emitting a photon (time constant $\tau_r$) or without light (time constant $\tau_{nr}$), so that

$$\frac1\tau=\frac1{\tau_r}+\frac1{\tau_{nr}} .$$

When two excitons meet, one can give its energy to the other and vanish. This exciton–exciton annihilation emits no light and removes $kn^2$ excitons per area and time. Here $k$ counts excitons lost, not collisions. The density obeys

$$\frac{dn}{dt}=G-\frac n\tau-kn^2 .\qquad(1)$$

The constants $\tau$, $\tau_r$ and $k$ are taken not to depend on $n$, and the excitons are taken to be well mixed, so that the number of close pairs follows $n^2$. The emission yield $Y$ is the number of photons emitted per exciton formed.

(a) Find the steady density and show that it is stable.

(b) Find the yield $Y_0$ at low density, and the ratio $Y/Y_0$ at any $G$.

(c) At which generation rate has the yield fallen to $Y_0/2$?

(d) Evaluate the result for $\tau=1$ ns, $\tau_r=10$ ns and $k=0.1$ cm²/s. Which laser intensity is needed if the layer absorbs 5 % of photons of 2.33 eV and each absorbed photon forms one exciton?

## Hints

1. In the steady state (1) is a quadratic equation for $n$. A density cannot be negative.
2. For stability, put $n$ plus a small deviation into (1) and keep the first order.
3. For the yield ratio, do not insert the square root. Divide the steady balance by $n$ first.
4. In (c), ask how the two losses compare when the yield is halved.

## Solution

**(a) Steady density.** With $dn/dt=0$, equation (1) becomes $kn^2+n/\tau-G=0$. Its roots are

$$n=\frac{-1/\tau\pm\sqrt{1/\tau^2+4kG}}{2k}.$$

For $G>0$ the square root exceeds $1/\tau$, so the upper sign gives the one positive root. Multiplying numerator and denominator by $\sqrt{1/\tau^2+4kG}+1/\tau$ turns the numerator into $4kG$. Cancelling $2k$ and then multiplying both parts by $\tau$ leaves

$$n=\frac{2G\tau}{1+\sqrt{1+4kG\tau^2}} .\qquad(2)$$

This form shows at once that $n\to G\tau$ when $k\to0$.

Now let the density be $n+\delta$, where $n$ is the steady value. The steady terms cancel in (1), and

$$\frac{d\delta}{dt}=-\left(\frac1\tau+2kn\right)\delta-k\delta^2 .$$

For small $\delta$ the last term can be dropped. The deviation then decays at the rate $1/\tau+2kn$, which is positive, so the state is stable. The factor 2 comes from the derivative of $n^2$: the layer relaxes faster than a single exciton disappears.

**(b) Yield.** Photons leave at the rate $n/\tau_r$ per area, so

$$Y=\frac{n/\tau_r}{G}.$$

At low density $n=G\tau$, hence $Y_0=\tau/\tau_r$. Dividing,

$$\frac{Y}{Y_0}=\frac{n}{G\tau}.$$

The steady balance reads $G=n/\tau+kn^2$. Multiplying it by $\tau$ and dividing by $n$ gives $G\tau/n=1+k\tau n$, and therefore

$$\frac{Y}{Y_0}=\frac1{1+k\tau n}.\qquad(3)$$

The radiative time has dropped out. It sets the size of the yield, but at fixed $\tau$ it has no influence on the relative loss.

**(c) Half point.** Equation (3) equals one half when $k\tau n=1$, that is, at

$$n_{half}=\frac1{k\tau}.$$

The linear loss is then $n_{half}/\tau=1/(k\tau^2)$, and the annihilation loss is $kn_{half}^2=1/(k\tau^2)$. They are equal, and generation must supply both:

$$\boxed{G_{half}=\frac{2}{k\tau^2}}\qquad(4)$$

The factor 2 is the sum of two equal losses. Since $G=n/\tau+kn^2$ rises with $n$, the density also rises with $G$, and (3) falls steadily. There is thus one half point in this model. The relaxation rate there is $1/\tau+2/\tau=3/\tau$.

The two limits follow from (2) with the dimensionless generation $x=kG\tau^2$, for which $G/G_{half}=x/2$:

$$\frac{Y}{Y_0}=\frac{2}{1+\sqrt{1+4x}} .$$

For $x\ll1$, $\sqrt{1+4x}\approx1+2x$, so $Y/Y_0\approx1/(1+x)\approx1-x$. For $x\gg1$ the root is close to $2\sqrt x$ and dominates the denominator, so $Y/Y_0\approx1/\sqrt x$. The emitted light, proportional to $GY$, then grows as $\sqrt G$. It keeps rising although the yield falls.

**(d) Numbers.** The low-density yield is $1/10=10$ %, and at the half point it is 5 %. The density and generation rate are

$$n_{half}=\frac{1}{(0.1\ \mathrm{cm^2/s})(10^{-9}\ \mathrm s)}=10^{10}\ \mathrm{cm^{-2}},$$

$$G_{half}=\frac{2}{(0.1\ \mathrm{cm^2/s})(10^{-9}\ \mathrm s)^2}=2\times10^{19}\ \mathrm{cm^{-2}\,s^{-1}} .$$

Multiplying $G_{half}$ by the photon energy, $2.33\times1.602\times10^{-19}$ J, gives an absorbed intensity of 7.47 W/cm². Division by 0.05 gives an incident intensity of 149 W/cm².

With all parameters except $G$ held fixed, the yield changes as follows.

| $G/G_{half}$ | $n$ (cm⁻²) | $Y/Y_0$ |
|---:|---:|---:|
| 0.01 | $1.96\times10^8$ | 0.981 |
| 0.1 | $1.71\times10^9$ | 0.854 |
| 1 | $1.00\times10^{10}$ | 0.500 |
| 10 | $4.00\times10^{10}$ | 0.200 |
| 100 | $1.37\times10^{11}$ | 0.068 |

The fall is gradual. At a tenth of $G_{half}$ some 15 % of the yield is already gone, so a low-density reference must be taken well below that. In the last row $x=200$, and the limiting law $1/\sqrt x$ gives 0.071, about 4 % above the full value.

## How far the numbers can be trusted

The parameters are round values in the rough regime of a supported transition-metal dichalcogenide monolayer at room temperature. Lifetimes and annihilation coefficients differ between samples by orders of magnitude, and a yield of 10 % is high for an untreated layer. A given factor in the lifetime changes $G_{half}$ more than the same factor in $k$, because the lifetime enters squared: with $\tau=0.1$ ns and the same $k$, $G_{half}$ is 100 times larger. A real laser spot also breaks the assumption of uniform illumination. Variation 2 shows that this moves the required peak generation by a factor of about 3 to 4 for the spot considered there.

Other neglected effects can be sized with the example's numbers.

*Free carriers.* In a neutral layer in thermal equilibrium, with an assumed exciton binding energy of 0.4 eV and electron and hole masses of half the free-electron mass, about 0.5 % of the pairs are ionized at $n_{half}$ and 300 K, and 2 % at 360 K. At a hundredth of that density and 300 K the share is about 5 %, because separated carriers then rarely find a partner. The ionized share is thus larger in the low-density reference than at the half point. These shares count two states each for electron and hole and four for the exciton, and they depend exponentially on the binding energy, which the surroundings of the layer can lower. At 300 K, 0.3 eV gives 3.5 % at $n_{half}$ and 29 % at a hundredth of it, and 0.2 eV gives 22 % and 87 %. How much this changes the yield depends on the free carriers' own losses, which are not modelled here.

*Doping.* Residual electrons bind to excitons and form trions. For $10^{11}$ electrons per cm² and a trion binding energy of 30 meV, the equilibrium share of trions is about 4 % at 300 K, counting two states for the electron, four for the exciton and two for the trion. This counting depends on the spin and valley structure. If the product of electron and exciton states per trion state ranges from 8 to 1 instead of 4, the share ranges from 2 % to 15 %. While electrons are dilute and outnumber excitons, the ratio of trions to excitons is proportional to the electron density. At $10^{12}$ cm⁻² the share is then about 30 % (18 % to 64 % over the same range of countings), and a single $\tau$ and $k$ no longer describe the layer. The resulting shift of $G_{half}$ depends on the trion's own lifetimes and annihilation, which are not modelled here.

*Traps.* Suppose the nonradiative loss is capture by $10^{12}$ traps per cm². At the half point they capture $0.9\times10^{19}$ excitons per cm² and second. To stay no more than 10 % full, they must reset within about 11 ns. If capture is proportional to the share of empty traps, this reset time already raises the half point by about 9 %, and 50 ns raises it by about 34 %. Slower traps fill up, the linear loss weakens, and $\tau$ grows with $G$, contrary to the assumption in (1).

*Mixing.* With a diffusion constant $D=1$ cm²/s, an exciton's diffusion length $\sqrt{D\tau}$ is 316 nm, and a circle of that radius holds about 31 others at $n_{half}$. This supports the use of a mean density.

*Bleaching and heating.* Excitons of radius 1 nm cover 0.03 % of the area at $n_{half}$, so little bleaching of the absorption is expected. If all absorbed power becomes heat and crosses an interface of 10 MW/(m² K) and 300 nm of oxide with 1.4 W/(m K), the layer warms by about 23 mK relative to the far side of the oxide.

## Variation 1: a coefficient defined by pairs

*Each pair of excitons in an area $A$ reacts at the rate $c/A$, and each event removes $s$ excitons. Find $G_{half}$.*

With $N=nA$ excitons there are $N(N-1)/2\approx N^2/2$ pairs when $N$ is large. The number of events per area and time is

$$\frac1A\,\frac{N^2}{2}\,\frac cA=\frac{c\,n^2}{2}.$$

Each event costs $s$ excitons, so $k=sc/2$, and (4) becomes

$$G_{half}=\frac{4}{s\,c\,\tau^2}.$$

At fixed $c$ and $\tau$, losing both partners ($s=2$) instead of one halves the required generation. A quoted coefficient therefore has to come with its definition.

Using $N^2/2$ with the mean number $N$ neglects both the term $-N/2$ and the number fluctuations. A master equation for whole excitons, with a mean number of about 200 and generation set by this formula, gives a relative yield of 0.5003 for $s=1$ and 0.5001 for $s=2$. The mean-field result holds well at that number. The two neglected terms largely cancel, because a Poisson distribution has $\langle N(N-1)\rangle=\langle N\rangle^2$. The error grows as the number falls: for an isolated area with a mean-field number of 5, 2 and 1 at the half point, the yield is 0.511, 0.530 and 0.563 for $s=1$, and 0.506, 0.514 and 0.530 for $s=2$.

## Variation 2: a Gaussian laser spot

*The generation is $G(r)=G_p\,e^{-2r^2/w^2}$, and all emitted light is collected. Which peak value $G_p$ halves the collected yield?*

First neglect diffusion, so that each point obeys the local balance. Let $y=k\tau n$ and $x=kG\tau^2$. Multiplying $G=n/\tau+kn^2$ by $k\tau^2$ gives $x=y+y^2$. From $\ln x=\ln x_p-2r^2/w^2$ follows $dx/x=-4r\,dr/w^2$, hence

$$2\pi r\,dr=-\frac{\pi w^2}{2}\,\frac{dx}{x}.$$

The minus sign is absorbed by integrating from $x=0$ (far away) to $x_p$ (the centre). The collected relative yield is the integral of $y$ over the area divided by that of $x$:

$$R=\frac{\int_0^{x_p}(y/x)\,dx}{\int_0^{x_p}dx}=\frac1{x_p}\int_0^{x_p}\frac{dx}{1+y}.$$

With $dx=(1+2y)\,dy$ and $(1+2y)/(1+y)=2-1/(1+y)$,

$$R=\frac{2y_p-\ln(1+y_p)}{y_p+y_p^2},$$

where $y_p$ is the value at the centre. If the centre is driven at $G_{half}$, then $y_p=1$ and $R=0.653$: the weakly excited rim still emits efficiently. Solving $R=1/2$ numerically gives $y_p=1.873$, so $x_p=y_p+y_p^2=5.38$ and $G_p=(x_p/2)\,G_{half}=2.69\,G_{half}$. Without diffusion this factor does not depend on $w$.

Diffusion adds $D\nabla^2n$ to (1). Multiplied by $k\tau^2$, the steady equation is

$$D\tau\,\nabla^2y-y-y^2+x(r)=0 .$$

For $w=1$ µm and $D=1$ cm²/s, its numerical solution gives $R=0.711$ with the centre at $G_{half}$, and the collected yield is halved at $G_p=3.63\,G_{half}$. Excitons spread out of the dense centre, and fewer of them annihilate.

The power in the beam is the peak intensity times $\pi w^2/2$. A peak at $G_{half}$ thus needs 2.35 µW, and halving the collected yield with diffusion needs 3.63 times as much, about 8.5 µW. Inserting that measured peak generation into (4) as if the spot were uniform would give a $k$ too small by the same factor of 3.63, with $\tau$ known. Equation (4) can be applied directly if light is collected from a uniformly excited region whose edges lie many diffusion lengths away.

The numerical output below lists the inputs and the main computed values.

## Values computed for the example and the checks

```
TESTS
half point, largest relative error: 3.0e-07
relaxation rate at half point: 3.001 /tau
master eq. rel. yield, 1 lost per event: 0.5003
master eq. rel. yield, 2 lost per event: 0.5001
mean exciton number in master eq.: about 200
INPUTS
tau = 1.0 ns, tau_r = 10.0 ns
k = 0.10 cm2/s
photon energy = 2.33 eV, absorption = 5 %
HALF POINT
low-density yield Y0 = 10.0 %
yield at half point = 5.0 %
n_half = 1.00e+10 cm^-2
G_half = 2.00e+19 cm^-2 s^-1
linear loss = 1.00e+19 cm^-2 s^-1
annihilation loss = 1.00e+19 cm^-2 s^-1
absorbed intensity = 7.47 W/cm2
incident intensity = 149 W/cm2
G/G_half   n (cm^-2)   Y/Y0    Y (%)
   0.01   1.962e+08   0.9808  9.808
   0.10   1.708e+09   0.8541  8.541
   1.00   1.000e+10   0.5000  5.000
  10.00   4.000e+10   0.2000  2.000
 100.00   1.365e+11   0.0683  0.683
GAUSSIAN SPOT AND DIFFUSION
1/e2 radius = 1.0 um, D = 1.0 cm2/s
diffusion length sqrt(D tau) = 316 nm
power for peak at G_half = 2.35 uW
collected Y/Y0, peak at G_half, D=0: 0.6534
same with diffusion: 0.7106
central k tau n for half yield, D=0: 1.873
peak G/G_half for half yield, D=0: 2.691
same with diffusion: 3.634
neighbours within diffusion length: 31.4
k/(4 pi D) = 0.0080
OTHER NEGLECTED EFFECTS
masses m_e = m_h = 0.5 m0
binding: exciton 0.40 eV, trion 0.03 eV
ionized at n_half, 300 K: 0.51 %
ionized at n_half, 360 K: 2.00 %
ionized at n_half/100, 300 K: 4.95 %
residual electrons = 1.0e+11 cm^-2
trion share at 300 K: 4.24 %
trap density = 1.0e+12 cm^-2
trap reset time for 10 % filling: 11.1 ns
area covered, radius 1.0 nm: 0.031 %
interface conductance = 10 MW/(m2 K)
oxide: 300 nm, 1.4 W/(m K)
warming of the layer: 23.5 mK
```
